# Why Planck's two spectral peaks do not satisfy λν = c

For thermal radiation in vacuum, multiply the wavelength $\lambda_p$ at which the energy per unit wavelength is greatest by the frequency $\nu_p$ at which the energy per unit frequency is greatest. The product is

$$
\lambda_p\nu_p=\frac{x_3}{x_5}\,c\simeq0.568\,c ,
$$

at every temperature. Here $x_3=2.821439$ and $x_5=4.965114$ are two pure numbers derived below. The product is not $c$, although each wave in the radiation obeys $\lambda\nu=c$. The two peaks belong to different waves.

## The belief and its appeal

The belief runs as follows. A hot body radiates most strongly at some frequency. A wave of that frequency has one definite wavelength, $c/\nu$. The strongest wavelength must therefore be $c$ divided by the strongest frequency.

The middle step is correct, and the whole argument would be correct for a quantity that belongs to each wave separately. If every town on a road has a height, the highest town remains the highest whether position is given in kilometres from one end or by some other label.

A spectrum is a different kind of quantity. A continuous spectrum assigns no finite energy to a single exact frequency. It gives energy per interval, and a finite energy appears once an interval has been chosen. Equal intervals of frequency are not equal intervals of wavelength. "The strongest wavelength" and "the strongest frequency" therefore answer two different questions.

## The energy in a band of photon energies

Take equilibrium radiation at temperature $T$ in an evacuated cavity much larger than the wavelengths of interest. In atomic units $\hbar=1$, so a photon of angular frequency $\omega$ has energy $E=\omega=2\pi\nu$. Write $\theta=k_BT$. Photon energy and frequency differ by a constant factor, so a peak per unit energy is also a peak per unit frequency.

In a periodic box of side $L$, each component of the wave vector is a multiple of $2\pi/L$. One wave vector thus occupies a volume $(2\pi/L)^3$ in wave-vector space. A shell of radius $k$ and thickness $dk$ has volume $4\pi k^2dk$, and each wave vector carries two polarizations. The number of modes per unit volume of the box is

$$
\frac{1}{L^3}\,\frac{2\cdot4\pi k^2\,dk}{(2\pi/L)^3}=\frac{k^2}{\pi^2}\,dk=\frac{E^2}{\pi^2c^3}\,dE ,
$$

where the last form uses $k=\omega/c=E/c$.

A mode holding $m$ photons has energy $mE$ above its ground state and relative probability $e^{-mE/\theta}$. With $\beta=1/\theta$, the geometric sum is

$$
Z=\sum_{m=0}^{\infty}e^{-m\beta E}=\frac{1}{1-e^{-\beta E}},
$$

and the mean energy is

$$
-\frac{d\ln Z}{d\beta}=\frac{d}{d\beta}\ln\!\left(1-e^{-\beta E}\right)=\frac{E\,e^{-\beta E}}{1-e^{-\beta E}}=\frac{E}{e^{E/\theta}-1}.
$$

Multiplying the mode density by this mean energy gives the energy per unit volume and per unit photon energy:

$$
u_E(E)=\frac{E^3}{\pi^2c^3\left(e^{E/\theta}-1\right)} .
$$

## The same energy, sorted by wavelength

Let $u_\lambda$ be the energy per unit volume and per unit wavelength. Relabelling a narrow band does not change the energy inside it, so

$$
u_\lambda\,|d\lambda|=u_E\,|dE| .
$$

The absolute values are needed because $E$ falls as $\lambda$ rises, while both densities are positive. From $\lambda\nu=c$ and $E=2\pi\nu$,

$$
E=\frac{2\pi c}{\lambda},\qquad \left|\frac{dE}{d\lambda}\right|=\frac{2\pi c}{\lambda^2}.
$$

This last factor is the Jacobian. It converts an interval of wavelength into the interval of energy that holds the same waves, and it depends on wavelength. Substitution gives

$$
u_\lambda=\frac{(2\pi c/\lambda)^3}{\pi^2c^3\left(e^{2\pi c/\lambda\theta}-1\right)}\,\frac{2\pi c}{\lambda^2}
=\frac{16\pi^2c}{\lambda^5\left(e^{2\pi c/\lambda\theta}-1\right)} .
$$

The belief amounts to substituting $E=2\pi c/\lambda$ in $u_E$ and leaving out the factor $2\pi c/\lambda^2$. To see what the factor does to the peak, take the logarithm of $u_\lambda=u_E\cdot2\pi c/\lambda^2$ and differentiate:

$$
\frac{d\ln u_\lambda}{d\lambda}=\frac{d\ln u_E}{dE}\,\frac{dE}{d\lambda}-\frac{2}{\lambda}.
$$

At the wavelength $c/\nu_p$, which belongs to the energy peak, the first term is zero. The slope there is $-2/\lambda$, so $u_\lambda$ is already falling. The next section shows that $u_\lambda$ has a single maximum, which must therefore lie at a shorter wavelength. Had the Jacobian been constant, the term $-2/\lambda$ would be absent and the peak would have stayed with the same wave.

## Locating both peaks

Put $x=E/\theta=2\pi c/(\lambda\theta)$. Apart from constant factors, $u_E$ is $x^3/(e^x-1)$. Since $\lambda^{-5}$ is proportional to $x^5$, $u_\lambda$ is $x^5/(e^x-1)$. Both have the form $x^n/(e^x-1)$, whose logarithmic slope is

$$
\frac{n}{x}-\frac{e^x}{e^x-1}=\frac{n-h(x)}{x},\qquad h(x)=\frac{x}{1-e^{-x}} .
$$

The derivative of $h$ is

$$
h'(x)=\frac{1-e^{-x}-xe^{-x}}{(1-e^{-x})^2}=\frac{e^{-x}\,(e^x-1-x)}{(1-e^{-x})^2}>0\qquad(x>0),
$$

because $e^x>1+x$. So $h$ rises steadily, from 1 at small $x$ to infinity. For any $n>1$ it crosses the value $n$ once. The slope is positive before the crossing and negative after it, so there is one maximum, at

$$
x_n=n\left(1-e^{-x_n}\right).
$$

To solve this, set $w=x_n-n$. Then $w=-ne^{-x_n}=-ne^{-n}e^{-w}$, or $we^w=-ne^{-n}$. One solution is $w=-n$, which is the unwanted point $x=0$. The other is the principal Lambert function, giving $x_n=n+W_0(-ne^{-n})$. For $n=3$ and $n=5$ this yields the two numbers quoted at the start.

The peaks are therefore at

$$
E_p=x_3\theta,\qquad \lambda_p=\frac{2\pi c}{x_5\theta}.
$$

With $\nu_p=E_p/2\pi$,

$$
\lambda_p\nu_p=\frac{2\pi c}{x_5\theta}\,\frac{x_3\theta}{2\pi}=\frac{x_3}{x_5}\,c=0.568253\,c .
$$

The temperature cancels, so heating or cooling the source cannot make the two peaks coincide. Their ratio stays fixed; the gap between them shrinks as $1/T$ when measured in wavelength and grows as $T$ when measured in photon energy.

Two limits show where the number comes from. For $x\gg1$ the $1$ in $e^x-1$ can be dropped. The function $x^ne^{-x}$ peaks at $x=n$, and the ratio would be $3/5$, close to the full result. For $x\ll1$, $e^x-1\simeq x$, so $u_E$ grows as $E^2$ and $u_\lambda$ falls as $\lambda^{-4}$. Neither has a peak in that range, and there is nothing to compare.

## A source at 1500 K

Consider a laboratory cavity source at 1500 K, viewed through an evacuated path by a thermal detector that responds equally to energy at all wavelengths. The thermal energy is $\theta=0.12926$ eV. In these units the relation between a photon's energy and its wavelength is $\lambda=hc/E$, with $hc=1239.842$ eV nm.

The peak per unit photon energy is at

$$
E_p=2.821439\times0.12926\ \text{eV}=0.3647\ \text{eV},
$$

and these photons have wavelength $1239.842/0.3647=3399.6$ nm, or 33996 angstrom. The peak per unit wavelength belongs to photons of energy $4.965114\times0.12926=0.6418$ eV, so

$$
\lambda_p=\frac{1239.842}{0.6418}\ \text{nm}=1931.8\ \text{nm},
$$

or 19318 angstrom. The gap is 1467.8 nm, and $1931.8/3399.6=0.568$, as derived.

The wavelength peak can also be found without the Jacobian. Divide the wavelength axis into bins 10 nm wide, convert the edges of each bin to photon energies, and integrate $u_E$ between them. The fullest bin is centred at 1935.0 nm and runs from 1930 to 1940 nm, so it contains the predicted peak. With bins 0.002 eV wide, the fullest is centred at 0.3650 eV and contains $E_p$. The radiation is the same in both cases; the bins differ.

Two idealized instruments make the same distinction. One passes a band 20 nm wide wherever it is set, like a grating instrument adjusted for constant wavelength resolution. The other resolves a band 0.001 eV wide, like a Fourier-transform instrument with constant wavenumber resolution. Their shares of the total radiated energy are:

| Band centre | 20 nm band | 0.001 eV band |
|---|---|---|
| 1931.8 nm | 0.6807 % | 0.1025 % |
| 3399.6 nm | 0.3633 % | 0.1693 % |

The first instrument finds the shorter wavelength stronger, by a factor of 1.8736. The second finds it weaker, by a factor of 0.6050. Both are right. At 1931.8 nm the 20 nm band spans 0.00664 eV, while at 3399.6 nm it spans 0.00215 eV, so the fixed wavelength band gathers a wider range of photon energies at the shorter wavelength. For narrow bands the two factors should differ by the ratio of the Jacobians, which is the squared ratio of the wavelengths. Indeed $1.8736/0.6050=3.097$, and $(3399.6/1931.8)^2=3.097$.

Confusing the peaks can ruin a temperature reading. Suppose the energy peak is measured at 0.3647 eV, converted to 3399.6 nm, and inserted in the displacement law for the wavelength peak, $\lambda_p=hc/(x_5k_BT)$. The inferred temperature is $1500\times0.568253=852.4$ K. The opposite confusion gives $1500/0.568253=2639.7$ K. Each peak gives 1500 K when used with its own law.

## What does not depend on the choice of scale

The energy between two specified waves is the same in both descriptions. In the example, 25.01 % of the energy lies at wavelengths shorter than 1931.8 nm and 64.60 % at wavelengths shorter than 3399.6 nm. Almost 40 % of it lies between the two peaks.

The median is likewise shared, because it divides the waves into two groups of equal energy. It falls at 2738.2 nm, or 0.4528 eV, and these values do satisfy $\lambda E=hc$ within rounding.

A common peak also appears if the intervals are logarithmic, meaning that each band is a fixed small fraction of its own wavelength. Since $\ln E=\ln(2\pi c)-\ln\lambda$, we have $|d\ln E|=|d\ln\lambda|$. The Jacobian between the two logarithmic scales is 1, and

$$
E\,u_E=\lambda\,u_\lambda .
$$

The extra factor $E$ raises $n$ from 3 to 4, so the common peak is at $x_4=3.920690$. At 1500 K this is 2446.5 nm, or 0.5068 eV. It is a third answer to a third question and has no claim to be the true peak of the radiation.

## When the shortcut nearly works

The size of the error depends on the width of the spectrum. Let a narrow emission line have $u_E\propto e^{-(E-E_0)^2/2s^2}$ with $s\ll E_0$. Because $1/\lambda^2$ is proportional to $E^2$, its wavelength density is proportional to $E^2u_E$. Setting the logarithmic derivative with respect to $E$ to zero gives

$$
\frac{2}{E}-\frac{E-E_0}{s^2}=0
\quad\Longrightarrow\quad
E^2-E_0E-2s^2=0 .
$$

The positive root is

$$
E=\frac{E_0+\sqrt{E_0^2+8s^2}}{2}\simeq E_0+\frac{2s^2}{E_0},
$$

where the last step uses $\sqrt{E_0^2+8s^2}\simeq E_0+4s^2/E_0$. The relative displacement is $2(s/E_0)^2$. For a line at $E_0=0.3647$ eV with $s=0.010$ eV, the wavelength peak moves by 5.10 nm, compared with 1467.8 nm for the thermal spectrum. Across this line's full width at half maximum the Jacobian changes by about 14 %, and the peak moves by only about 2 % of that width. Both figures shrink in proportion to $s/E_0$, so for a narrow line dividing $c$ by the peak frequency is a good approximation. A thermal spectrum is broad, and there it fails.

## How a real source alters the numbers

The temperature suits a high-temperature laboratory cavity. The other parameters are rough assumed values: a spherical cavity 60 mm across with a 10 mm opening, and wall emissivity $\varepsilon$ rising linearly from 0.80 at 1500 nm to 0.90 at 4500 nm. Let $B$ be the ideal thermal radiation and $J$ the radiation leaving a diffuse wall at uniform temperature. If the opening takes a fraction $f$ of the sphere's surface, the wall emits $\varepsilon B$ and reflects $(1-\varepsilon)(1-f)J$. Hence

$$
J=\varepsilon B+(1-\varepsilon)(1-f)J
\quad\Longrightarrow\quad
\frac{J}{B}=\frac{\varepsilon}{\varepsilon+(1-\varepsilon)f}.
$$

With $f=0.00699$ this effective emissivity is 0.9984 at 1931.8 nm and 0.9989 at 3399.6 nm. Its slight variation moves the wavelength peak by 0.27 nm. A temperature 5 K higher moves it by $-6.4$ nm, the largest shift among the imperfections estimated. A flat passband 20 nm wide contributes 0.04 nm; a triangular one with 20 nm full width at half maximum contributes about twice that. Rough weights $1-\lambda/d$ for diffraction at an opening of diameter $d$, and $1-\lambda/L$ for a cavity of size $L$, suggest shifts of about $-0.08$ nm and $-0.01$ nm. The second weight is deliberately pessimistic: in a closed conducting cube, for example, the averaged mode density has no correction of first order in $\lambda/L$, and the leading one is of order $(\lambda/L)^2$. These effects are tiny beside the gap. Absorption in an air path and uncorrected instrument response are not included. Nor is an open hot surface, whose emissivity may vary much more with wavelength.

The detector matters more. An ideal photon counter, equally efficient at all wavelengths, records energy divided by $E$. This lowers $n$ by one in each description: the peak per unit energy moves to $x_2\theta=0.2060$ eV, with $x_2=1.593624$, and the peak per unit wavelength moves to 2446.5 nm. The quantity being sorted has changed from energy to photon number, but the Jacobian still separates the peaks. A reported spectral peak therefore needs two labels: what was measured, and per unit of what. The numerical output below lists the values for this source.

## Table of computed values

```
temperature: 1500 K; k_B T: 0.12926 eV
h c: 1239.842 eV nm
roots x2, x3: 1.593624, 2.821439
roots x4, x5: 3.920690, 4.965114
peak product / c = x3/x5: 0.568253
peak per unit energy: 0.3647 eV
its own wavelength: 3399.6 nm = 33996 angstrom
peak per unit wavelength: 1931.8 nm = 19318 angstrom
its own photon energy: 0.6418 eV
wavelength gap: 1467.8 nm
highest 10 nm bin, centre: 1935.0 nm
highest 0.002 eV bin, centre: 0.3650 eV
log slope at energy-peak image: -5.8830e-04 per nm
-2/wavelength there: -5.8830e-04 per nm
total exitance: 28.706 W/cm2
at 1931.8 nm (0.6418 eV):
  share in 20 nm band: 0.6807 percent
  share in 0.001 eV band: 0.1025 percent
  energy width of 20 nm band: 0.00664 eV
  share at shorter wavelengths: 25.01 percent
at 3399.6 nm (0.3647 eV):
  share in 20 nm band: 0.3633 percent
  share in 0.001 eV band: 0.1693 percent
  energy width of 20 nm band: 0.00215 eV
  share at shorter wavelengths: 64.60 percent
first/second signal, fixed nm band: 1.8736
first/second signal, fixed eV band: 0.6050
squared wavelength ratio: 3.0968
median: 2738.2 nm, 0.4528 eV
common log-interval peak: 2446.5 nm, 0.5068 eV
false T, energy peak in wavelength law: 852.4 K
false T, wavelength peak in energy law: 2639.7 K
Gaussian line: centre 0.3647 eV, width s 0.010 eV
Gaussian line peak gap: 5.10 nm
aperture, cavity diameter: 10, 60 mm
open fraction of sphere: 0.00699
emissivity at 1931.8 nm: wall 0.8144, cavity 0.99841
emissivity at 3399.6 nm: wall 0.8633, cavity 0.99889
neglected effects, shifts of the two peaks:
  wall emissivity: +0.271 nm, -1.57e-04 eV
  temperature +5 K: -6.418 nm, +1.22e-03 eV
  finite bandwidth: +0.035 nm, +1.99e-07 eV
  diffraction (scale): -0.077 nm, +5.03e-05 eV
  cavity size (scale): -0.013 nm, +8.39e-06 eV
photon counter, peak per wavelength: 2446.5 nm
photon counter, peak per energy: 0.2060 eV
```
